\section*{Saturating Grain-Boundary Segregation: An Implicit Fisher Solver and Le Claire Bias}

\section{Definitions and conventions}

A single grain boundary, a slab of width $\delta$, stands perpendicular to a free surface at $y=0$. Depth is $y$, and $x\ge 0$ is the distance from the boundary into either grain. The solute site fraction is $X(x,y,t)$ in the grains and $\theta(y,t)$ in the boundary, with equal site densities. The diffusivities are $D$ in the grain and $D_b$ in the boundary. The specimen is solute-free at $t=0$; afterwards the surface holds the bulk fraction at $X_0$.

Local equilibrium at $x=0$ follows McLean's isotherm,
\begin{equation}
\frac{\theta}{1-\theta}=K\frac{X}{1-X},\qquad K=e^{E/kT},
\label{mclean}
\end{equation}
where $E>0$ is the segregation energy. Solving for each variable gives
\begin{equation}
\theta=\frac{KX}{1+(K-1)X},\qquad
X=\chi(\theta)=\frac{\theta}{K-(K-1)\theta}.
\label{inverse}
\end{equation}
The surface occupancy $\theta_0$ follows from $X=X_0$. Segregation is constant, $\theta=KX$, when $KX\ll1$.

A constant $D_b$ is compatible with saturation. For a lattice gas without interactions, $\mu=kT\ln[\theta/(1-\theta)]$ up to a constant, and the mobility is proportional to $\theta(1-\theta)$, since a jump needs an occupied site and an empty one. The flux is
\begin{equation}
J=-\frac{D_b}{kT}\theta(1-\theta)\frac{\partial\mu}{\partial y}
=-D_b\frac{\partial\theta}{\partial y},
\end{equation}
because $\partial\mu/\partial y=kT\,(\partial\theta/\partial y)/[\theta(1-\theta)]$. For a substitutional solute such as silver in copper, which needs vacancies or other defects to move, a constant $D_b$ is an assumption and does not follow from this argument.

Fisher's model neglects bulk diffusion along $y$. A balance on a boundary element, which loses solute to two grains, then gives
\begin{align}
\frac{\partial X}{\partial t}&=D\frac{\partial^2X}{\partial x^2},\label{bulk}\\
\delta\frac{\partial\theta}{\partial t}&=\delta D_b\frac{\partial^2\theta}{\partial y^2}
+2D\left.\frac{\partial X}{\partial x}\right|_{0^+}.\label{gb}
\end{align}
The last term is negative while solute leaks out. A thin section at depth $y$ contains, per unit length of boundary,
\begin{equation}
M(y,t)=2\int_0^\infty X\,dx+\delta\theta .
\end{equation}

\section{The constant-segregation reference}

Put $\theta=KX$ and $P=K\delta D_b$. With Laplace variable $p$, the solution of \eqref{bulk} that decays in $x$ is $\hat X=B(y,p)e^{-x\sqrt{p/D}}$, so its gradient at $x=0$ is $-\sqrt{p/D}\,B$. Equation \eqref{gb} becomes
\begin{equation}
\delta KpB=PB''-2\sqrt{Dp}\,B .
\end{equation}
Division by $P$ gives $B''=q^2B$ with
\begin{equation}
q^2=\frac{p}{D_b}+\frac{2\sqrt{Dp}}{P},\qquad B=\frac{X_0}{p}e^{-qy}.
\end{equation}
Integration over $x$ gives $\hat M=(2\sqrt{D/p}+\delta K)B$.

The terms $p/D_b$ and $\delta K$ describe solute stored in the boundary. At moderate depth they are small when $\alpha=K\delta/(2\sqrt{Dt})\ll1$. Their effect grows with depth: in the example below, where $\alpha=0.014$, storage lowers $M$ by $14\%$ at nine times the length $L$ defined in \eqref{length}. Without these terms, $q=\kappa p^{1/4}$ with $\kappa=(2\sqrt D/P)^{1/2}$, and
\begin{equation}
\hat M=2X_0\sqrt D\,p^{-3/2}e^{-\kappa yp^{1/4}}
=2X_0\sqrt D\sum_{n=0}^{\infty}\frac{(-\kappa y)^n}{n!}\,p^{n/4-3/2}.
\end{equation}
The inverse of $p^{-\nu}$ is $t^{\nu-1}/\Gamma(\nu)$, with $1/\Gamma=0$ at the poles of $\Gamma$. Taking $\nu=3/2-n/4$,
\begin{equation}
M=2X_0\sqrt{Dt}\,F(w),\qquad
F(w)=\sum_{n=0}^{\infty}\frac{(-w)^n}{n!\,\Gamma(3/2-n/4)},
\label{series}
\end{equation}
\begin{equation}
w=\kappa yt^{-1/4}=\frac yL,\qquad
L=\sqrt{\frac P2}\left(\frac tD\right)^{1/4}.
\label{length}
\end{equation}

Le Claire's fit uses the near-straightness of $\ln F$ against $w^{6/5}$ over a finite range. Let $\lambda=-d\ln F/d(w^{6/5})$ and let $m=-d\ln M/d(y^{6/5})$ be the measured slope. Since $w=y/L$, $m=\lambda L^{-6/5}$, so $L^2=(\lambda/m)^{5/3}$. Equation \eqref{length} gives $P=2L^2\sqrt{D/t}$, and therefore
\begin{equation}
P_{\rm fit}=2\lambda^{5/3}\sqrt{\frac Dt}\;m^{-5/3}
=1.322\sqrt{\frac Dt}\;m^{-5/3}\quad(\lambda=0.78).
\label{leclaire}
\end{equation}
A small relative error in $m$ is multiplied by $-5/3$; one in $D$ is halved.

The power $6/5$ is not asymptotic. At $t=1$ the inversion exponent $p-wp^{1/4}$ is stationary at $p=(w/4)^{4/3}$, where it equals $-3(w/4)^{4/3}$, so the far decay has power $4/3$. A straight-line fit to \eqref{series} over $2\le w\le6$ gives $\lambda=0.769$ and a constant of $1.290$. Using $1.322$ there overestimates $P$ by about $2.5\%$. This error of the fit must be kept apart from the effect of saturation.

\section{Implicit discretization}

Without storage the solution depends on $y/t^{1/4}$ and $x/t^{1/2}$. With $t=T\tau^4$, where $T$ is the anneal time, these become proportional to $y/\tau$ and $x/\tau^2$, which vary smoothly with $\tau>0$. Uniform steps $\Delta\tau$ and the second-order backward difference give
\begin{equation}
\frac{\partial u}{\partial t}\approx
\frac{3u^n-4u^{n-1}+u^{n-2}}{2\Delta\tau\,(4T\tau_n^3)}
=\sigma(u^n-\bar u),
\end{equation}
\begin{equation}
\sigma=\frac{3}{8T\tau_n^3\Delta\tau},\qquad
\bar u=\frac{4u^{n-1}-u^{n-2}}{3}.
\end{equation}
Taylor expansion shows that the difference formula returns $u_\tau-(\Delta\tau^2/3)u_{\tau\tau\tau}$ to leading order. The first step is backward Euler, with $\sigma=1/t_1$ and $\bar u=u^0$.

Let $x_j$ be the lateral nodes, $h_j=x_{j+1}-x_j$ and $V_j=(h_{j-1}+h_j)/2$. Conservation in each interior cell reads
\begin{equation}
V_j\sigma(X_j-\bar X_j)=D\left[\frac{X_{j+1}-X_j}{h_j}
-\frac{X_j-X_{j-1}}{h_{j-1}}\right].
\label{column}
\end{equation}
The node $j=0$ has the value $\chi(\theta)$, and the last node is held at zero. Because \eqref{column} is linear,
\begin{equation}
X_j=r_j+g_j\,\chi(\theta).
\end{equation}
Here $r_j$ solves the column with its history and zero boundary value, while $g_j$ solves it with zero history and unit boundary value. All depths share the same $g_j$, so one matrix serves every column.

Half of the boundary and the adjoining half-cell, of width $h_0/2$, now give at each depth node $i$
\begin{align}
F_i={}&\frac{\delta\sigma}{2}(\theta_i-\bar\theta_i)
+\frac{h_0\sigma}{2}\left[\chi(\theta_i)-\bar\chi_i\right]\nonumber\\
&-\frac{\delta D_b}{2\Delta y^2}(\theta_{i+1}-2\theta_i+\theta_{i-1})
-\frac{D}{h_0}\left[r_{1,i}+(g_1-1)\chi(\theta_i)\right]=0 .
\label{residual}
\end{align}
The last bracket is $X_1-X_{j=0}$. The grain unknowns have been eliminated without further approximation, and a tridiagonal system remains.

\section{Newton iteration and its monotonicity}

Each iteration solves $J\Delta\theta=-F$. From \eqref{inverse},
\begin{equation}
\chi'=\frac{K}{[K-(K-1)\theta]^2}>0,\qquad
\chi''=\frac{2K(K-1)}{[K-(K-1)\theta]^3}>0
\end{equation}
for $K>1$ and $\theta<K/(K-1)$. In \eqref{residual}, $\chi(\theta_i)$ has the coefficient $h_0\sigma/2+D(1-g_1)/h_0$, which is positive because the maximum principle gives $0<g_1<1$. Hence $J$ has negative off-diagonal entries and a dominant positive diagonal. It is an M-matrix, and $J^{-1}$ has no negative entries.

Each component of $F$ is convex. For the root $\theta^*$ and an iterate $\theta^k$ in the stated interval,
\begin{equation}
0=F(\theta^*)\ge F(\theta^k)+J(\theta^k)(\theta^*-\theta^k).
\end{equation}
Multiplication by $J^{-1}\ge0$ gives
\begin{equation}
\theta^*-\theta^k\le-J^{-1}F(\theta^k)=\theta^{k+1}-\theta^k,
\end{equation}
so $\theta^{k+1}\ge\theta^*$. Convexity about $\theta^k$ also gives
\begin{equation}
F(\theta^{k+1})\ge F(\theta^k)+J(\theta^k)(\theta^{k+1}-\theta^k)=0.
\end{equation}
The next correction, $-J^{-1}F$, is then non-positive. After the first iteration the iterates descend towards the root, provided they stay in the interval where $\chi$ is convex.

For the 1 at\% example below, a step needing four iterations had maximum corrections, relative to $\theta_0$, of $2.6\times10^{-2}$, $4.5\times10^{-5}$, $1.4\times10^{-10}$ and $6.3\times10^{-18}$. Dividing the second by the square of the first gives $0.067$, and the third by the square of the second gives $0.069$: the convergence is quadratic until rounding intervenes. The largest rise after a first iteration was $7.7\times10^{-17}\theta_0$, at the level of rounding.

\section{Why the dilute tail keeps the right slope}

The flux along the boundary is $-\delta D_b(d\theta/dX)\,\partial X/\partial y$, so the local counterpart of $P$ is
\begin{equation}
P_{\rm loc}=\delta D_b\frac{d\theta}{dX}
=\frac{K\delta D_b}{[1+(K-1)X]^2}.
\label{local}
\end{equation}
Saturation reduces it most at the surface.

The tail behaves differently. Without storage, the nonlinear problem still has solutions in which $\theta$ depends on $y$ and $t$ through $w$ alone, because $\theta_0$ introduces neither a length nor a time. At fixed depth, earlier times have larger $w$. If $X$ falls with $w$, a point that is dilute now has had a dilute history, and its memory of the past obeys the linear equation.

Expand the tail in its amplitude. At first order, a function of $w$ has a transform $p^{-1}\Phi(yp^{1/4})$, and the boundary equation becomes $\Phi''=\kappa^2\Phi$. Its decaying solution is the constant-$K$ profile multiplied by a number $A$, which the nonlinear region fixes. A constant factor leaves the logarithmic slope unchanged.

The next order shows how quickly this form is reached. For $K\gg1$, $\theta\simeq KX-K^2X^2$. Write $X=X_1+X_2$ and suppose that, far out, $X_1$ varies locally as $e^{\omega t-ky}$. The first-order balance is $Pk^2=2\sqrt{D\omega}$. The correction is driven by $X_1^2$ and has rates $2\omega$ and $2k$, so
\begin{align}
4Pk^2X_2-4Pk^2KX_1^2&=2\sqrt{2D\omega}\,X_2=\sqrt2\,Pk^2X_2,\\
X_2&=\frac{4}{4-\sqrt2}KX_1^2\simeq1.55\,KX_1^2 .
\end{align}
The relative correction is of order $KX$ and positive. This is a perturbation argument for the far tail, not a bound at finite depth.

\section{Worked example}

The parameters are illustrative; silver in copper suggested the magnitudes of $E$ and the diffusivities, but they are not fitted to that system, and the resulting $K$, which omits the segregation entropy, is much larger than tracer measurements indicate for it: $T_{\rm abs}=873$ K, $E=0.40$ eV, $D=1.5\times10^{-16}$ m$^2$/s, $D_b=10^{-11}$ m$^2$/s, $\delta=0.5$ nm and 24 h. With $kT=0.07523$ eV,
\begin{align}
K&=e^{0.40/0.07523}\simeq204,\\
P&=204(0.5\times10^{-9})(10^{-11})
\simeq1.02\times10^{-18}\ {\rm m^3/s}.
\end{align}
Equation \eqref{length} gives $L=111\ \mu$m, while $\sqrt{Dt}=3.6\ \mu$m and $\alpha=0.014$. The main grid has 300 time steps, 240 depth intervals to $12L$ and 80 lateral intervals to $8\sqrt{Dt}$, with $x_j\propto j^2$.

At $X_0=1$ at\%, $1+(K-1)X_0=3.03$. The surface ratio $\theta_0/X_0$ is $204/3.03=67.3$, and by \eqref{local} the local product at the surface is $1/3.03^2=0.11$ of its dilute value. The table gives $P_{\rm fit}/P$, with all other parameters fixed.

\begin{center}
\begin{tabular}{lccc}
$X_0$ & 100--300 $\mu$m & 200--600 $\mu$m & 600--1000 $\mu$m\\
constant $K$ & 0.923 & 0.998 & 1.002\\
0.01 at\% & 0.916 & 0.996 & 1.002\\
0.10 at\% & 0.867 & 0.986 & 1.002\\
0.30 at\% & 0.806 & 0.974 & 1.002\\
1.00 at\% & 0.739 & 0.961 & 1.002
\end{tabular}
\end{center}

Dividing the last row by the first isolates saturation: $0.801$, $0.963$ and $1.000$. The shallow fit therefore loses 20\% to saturation and 8\% to the errors already present at constant $K$, as successive factors. Those errors combine the approximate constant $1.322$ with the neglect of boundary storage, and the two can partly cancel. Without storage, \eqref{series} gives about $0.934$, $1.018$ and $1.036$ in the three windows, so the errors add in the shallow window and offset each other in the deeper two; a constant-$K$ entry near 1 does not show that each is small. A rise of $P_{\rm fit}$ with window depth is not by itself evidence of saturation, since the constant-$K$ row rises too.

The numbers can be traced to the profile. Without storage, the ratio of the saturated to the constant-$K$ section content, each divided by its own $X_0$, is 1 at $w=0$, because in both cases the grains there see a boundary fraction held constant at $X_0$. It is $0.342$ at $w=1$, $0.274$ at $w=2$, $0.2461$ at $w=6$ and $0.2459$ at $w=9$. The fourth digit of these values depends on the discretization. The plateau is the amplitude $A\simeq0.246$, approached from above as the expansion predicts; for $w=2$ to $6$ the ratio $X_2/(KX_1^2)$ lies between $1.4$ and $1.7$, around the estimate $1.55$. Between $w=2$ and $w=6$, the fall adds to the slope in $w^{6/5}$ about
\begin{equation}
\frac{\ln(0.2739/0.2461)}{6^{6/5}-2^{6/5}}
=\frac{0.107}{6.29}=0.017 .
\end{equation}
Relative to $0.769$ this is $2.2\%$, and $(1.022)^{-5/3}=0.96$, close to the $0.963$ found for the similar range 200--600 $\mu$m.

Converting $P_{\rm fit}$ to $D_b$ needs a segregation factor. With the dilute $K$, the three windows give $7.4\times10^{-12}$, $9.6\times10^{-12}$ and $1.00\times10^{-11}$ m$^2$/s. With the surface ratio $67.3$ they give $2.2\times10^{-11}$, $2.9\times10^{-11}$ and $3.0\times10^{-11}$ m$^2$/s. The second choice multiplies $D_b$ by $K/(\theta_0/X_0)=1+(K-1)X_0$. In the deep window, where saturation no longer alters the slope, it gives the largest error of the six, a factor of three. The shallow slope error partly cancels it.

\section{Numerical error and physical limits}

In the dilute limit without storage, $M$ agreed with \eqref{series} within $0.04\%$ at $w=1,2,4,6,8$. With storage, numerical inversion of $\hat M$ agreed within $0.03\%$ at $w=1$ and $4$. For 1 at\%, a stiff integration that kept all grain unknowns agreed within $0.04\%$ at $w=1,2,4,6$. Both calculations used the same grid of 48 by 30 intervals, so this tests the elimination, Newton iteration and time stepping, not the spatial error. Halving the resolution in time, depth and width together changed $P_{\rm fit}$ for 200--600 $\mu$m by $0.17\%$. The 1 at\% entry for 100--300 $\mu$m is uncertain by about $0.005$, because the profile is curved there and the grid nodes span only about 105--299 $\mu$m; dense sampling of the full window gives $0.735$ instead of $0.739$. The saturation biases, $20\%$ in that window and $4\%$ for 200--600 $\mu$m, are well above these errors.

Similarity supplies two further tests at 1 at\% without storage. Profiles at $T/16$ and $T$ collapsed within $0.26\%$ for $w=1$ to $5$. Since $M\propto t^{1/2}$ at fixed $w$ and depth scales as $t^{1/4}$, the total uptake $Q$ grows as $t^{3/4}$, so the surface inflow must equal $3Q/(4T)$; it did within $0.55\%$.

The deduced $D_b$ is sensitive to the segregation energy. An error of $0.05$ eV in $E$ changes $K$, and hence the $D_b$ deduced from a given $P_{\rm fit}$ with the dilute $K$, by $e^{0.05/0.0752}=1.9$. An entropy of segregation $\Delta S$, omitted here, would multiply $K$ by $e^{\Delta S/k}$, a factor of $2.7$ for $\Delta S=k$. The entropy can be negative and large: tracer fits for silver in copper give a prefactor of order $10^{-2}$. With $\Delta S=-4k$, $K$ falls to about $4$, and at 1 at\% saturation alone then costs about $1\%$ over the shallow range of $w$ instead of $20\%$. The biases tabulated above apply when $KX_0$ is of order one. Real boundaries also break the assumption of one site type: a Gaussian spread of site energies with standard deviation $0.05$ eV raises the dilute mean $K$ by a factor $1.25$, before any link between site energy and mobility is considered. Solute interaction adds $a\theta$ to $\mu/kT$, which multiplies the left side of \eqref{mclean} by $e^{a\theta}$ and, if the mobility is assumed unchanged, $D_b$ by $1+a\theta(1-\theta)$. For $akT=-0.05$ and $+0.05$ eV, at fixed $K$ and $X_0$, the ratio for 200--600 $\mu$m becomes $0.970$ and $0.953$ instead of $0.961$.

Two other omissions are small here. For 200--600 $\mu$m, bulk diffusion along depth is at most $1.6\times10^{-3}$ of the rate of change of $M$. Boundaries 50 $\mu$m apart overlap midway by about $2\times10^{-6}X_0$; much finer grains would not be isolated. The surface fraction must also stay below the solubility limit, or a second phase forms.

The deep window has an experimental price. Its far end is at $w\simeq9$, where a slope of $0.78$ and the amplitude $A$ suggest a section content of order $10^{-5}$ of the surface value or less. If such sections cannot be measured, a lower $X_0$ reduces the bias in the shallower windows, at the price of a weaker signal: at $0.10$ at\% the section content for $w=2$ to $9$ is about $0.3$ of that at 1 at\%. At $0.10$ at\%, saturation alone costs $6\%$ in the shallow window and $1\%$ in the middle one. The main values are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
temperature 873 K, kT = 0.07523 eV, time 24 h
segregation energy 0.40 eV, K = 203.8
D = 1.50e-16 m2/s, D_b = 1.00e-11 m2/s, delta = 0.50 nm
true product K*delta*D_b = 1.019e-18 m3/s
bulk length sqrt(D t) = 3.60 um
depth unit L (w = y/L) = 110.6 um
alpha = K delta/(2 sqrt(Dt)) = 0.0142
beta = P/(2 D sqrt(Dt)) = 943
series slope in w^(6/5), w = 2 to 6: 0.7688
Le Claire constant: series 1.290, used 1.322
max error, dilute run vs series: 0.04 %
max error, dilute run vs Laplace: 0.03 %
max difference, unreduced ODE run: 0.04 %
max error of t^(1/4) collapse: 0.26 %
uptake balance error: 0.55 %
Newton iterations per step: mean 3.19, max 4
relative corrections, hardest step: 2.6e-02 4.5e-05 1.4e-10 6.3e-18
largest rise after first iteration: 7.7e-17 of theta0
saturated/constant-K content, no storage, 1 at%:
  w = 1: 0.3421
  w = 2: 0.2739
  w = 3: 0.2548
  w = 4: 0.2487
  w = 6: 0.2461
  w = 9: 0.2459
P_fit/P_true in windows 100-300, 200-600, 600-1000 um:
  constant K:   0.923 0.998 1.002
  X0 = 0.01 at%: 0.916 0.996 1.002  (K X0 = 0.020, theta0 = 0.020)
  X0 = 0.10 at%: 0.867 0.986 1.002  (K X0 = 0.204, theta0 = 0.169)
  X0 = 0.30 at%: 0.806 0.974 1.002  (K X0 = 0.611, theta0 = 0.380)
  X0 = 1.00 at%: 0.739 0.961 1.002  (K X0 = 2.038, theta0 = 0.673)
same, divided by the constant-K row (saturation alone):
  X0 = 0.01 at%: 0.992 0.999 1.000
  X0 = 0.10 at%: 0.938 0.988 1.000
  X0 = 0.30 at%: 0.873 0.976 1.000
  X0 = 1.00 at%: 0.801 0.963 1.000
P_fit at 1 at% (m3/s): 7.534e-19 9.789e-19 1.021e-18
surface ratio theta0/X0 at 1 at%: 67.3
D_b from P_fit/(delta K), m2/s: 7.39e-12 9.61e-12 1.00e-11
D_b from P_fit/(delta theta0/X0), m2/s: 2.24e-11 2.91e-11 3.03e-11
half-resolution change, 200-600 um: 0.17 %
bulk depth diffusion / rate of change: 1.6e-03
overlap at mid-grain, 50 um spacing: 1.8e-06 of X0
P_fit/P_true, 200-600 um, attraction 0.05 eV: 0.970
P_fit/P_true, 200-600 um, repulsion 0.05 eV: 0.953
dilute K factor from 0.05 eV site-energy spread: 1.247
\end{verbatim}
